# The Hubbard force from the explicit derivative of the occupation matrix, part 1

(Sections cited here and not found follow in the second part.)

## First half. From the energy to the force

### 1. Two numbers that do not seem to fit

A one-dimensional model contains two ions, A and B, and three electrons. Its energy includes a Hubbard term $E_U$, which acts through two functions centred on A. When B is displaced and the electrons are allowed to relax, $E_U$ changes with the slope $-0.011288$ Ry/bohr. One might therefore expect the Hubbard term to contribute $+0.011288$ Ry/bohr to the force on B. Yet the force on B computed from the self-consistent electron density without any Hubbard contribution is $0.145466$ Ry/bohr, and the numerical derivative of the complete energy, with $E_U$ in it, gives the same $0.145466$ Ry/bohr.

On A a Hubbard contribution is needed. It is $-0.012529$ Ry/bohr, whereas minus the slope of $E_U$ with respect to the position of A is $-0.011288$ Ry/bohr.

So the Hubbard force is not minus the derivative of the Hubbard energy along the path of relaxed electrons. It is minus the part of that derivative which comes from the motion of the projecting functions. The rest, due to the change of the orbitals, is cancelled by an equal and opposite change in the other energy terms. The cancellation belongs to the total energy, and it has to be derived from the stationarity of the total energy.

### 2. The energy and its conventions

Rydberg atomic units are used: the kinetic energy operator in one dimension is $-d^2/dx^2$, the squared elementary charge is 2, and lengths are in bohr. The symbol $\lambda$ stands for one nuclear coordinate.

The electrons are described in a mean-field picture by orbitals $\psi_i^\sigma$ of spin $\sigma$ with occupations $f_i^\sigma$ between 0 and 1. The orbitals of one spin are orthonormal, $\langle\psi_i^\sigma|\psi_j^\sigma\rangle=\delta_{ij}$, and this condition does not contain $\lambda$. The occupations are held fixed when the nuclei move.

Let $\phi_m$ be orthonormal functions attached to one atom, called projectors. The occupation matrix is

$$n^\sigma_{mm'}=\sum_i f_i^\sigma\langle\phi_m|\psi_i^\sigma\rangle\langle\psi_i^\sigma|\phi_{m'}\rangle .\tag{1}$$

It is Hermitian, because complex conjugation exchanges the roles of $m$ and $m'$. Its eigenvalues lie between 0 and 1. To see this, take a normalized vector $c_m$ and form $\chi=\sum_m c_m\phi_m$, which has norm 1. Then

$$\sum_{mm'}c_m^*n^\sigma_{mm'}c_{m'}=\sum_i f_i^\sigma|\langle\chi|\psi_i^\sigma\rangle|^2\le\sum_i|\langle\chi|\psi_i^\sigma\rangle|^2\le 1 .$$

The last step holds because the squared components of a unit vector along orthonormal directions cannot add up to more than 1. The sum is also not negative.

The total energy is

$$E=E_{\rm base}[\lambda,\psi]+E_U,\qquad E_U=\frac U2\sum_\sigma{\rm Tr}\,[\,n^\sigma-n^\sigma n^\sigma\,],\tag{2}$$

with a fixed number $U>0$. In terms of the eigenvalues $\nu_k^\sigma$ of $n^\sigma$, the Hubbard term is $(U/2)\sum_{k\sigma}\nu_k^\sigma(1-\nu_k^\sigma)$. It vanishes when every eigenvalue is 0 or 1 and is positive otherwise, so it penalizes fractional occupation of the projected space. If several atoms carry projectors, there is one such term for each, and the results below are summed over them.

The part $E_{\rm base}$ contains everything else. In the model it is

$$E_{\rm base}=\sum_{i\sigma}f_i^\sigma\langle\psi_i^\sigma|-\tfrac{d^2}{dx^2}|\psi_i^\sigma\rangle+\int v_{\rm ion}\,\rho\,dx+\frac12\iint\rho(x)w(x-x')\rho(x')\,dx\,dx'-\frac g2\sum_\sigma\int\rho_\sigma^2dx+E_{\rm ion}.\tag{3}$$

Here $\rho_\sigma=\sum_i f_i^\sigma|\psi_i^\sigma|^2$ is the density of one spin and $\rho$ is the sum over both. The function $w$ is the electron repulsion, $v_{\rm ion}$ the attraction by the ions, $E_{\rm ion}$ the repulsion of the ions, and the term with $g$ is a simple local exchange energy. The derivation uses no special feature of this choice beyond the existence of a first variation.

### 3. The Hubbard potential

Let the occupation matrix change by a small Hermitian matrix $dn^\sigma$, from whatever cause. The product rule gives

$$d\,{\rm Tr}[n^\sigma n^\sigma]={\rm Tr}[dn^\sigma\,n^\sigma]+{\rm Tr}[n^\sigma\,dn^\sigma]=2\,{\rm Tr}[n^\sigma\,dn^\sigma],$$

because a trace does not change when its two factors are exchanged. Hence

$$dE_U=\frac U2\sum_\sigma{\rm Tr}[dn^\sigma-2n^\sigma dn^\sigma]=\sum_\sigma{\rm Tr}[V^\sigma dn^\sigma],\qquad V^\sigma_{mm'}=U\left(\tfrac12\delta_{mm'}-n^\sigma_{mm'}\right).\tag{4}$$

Written with indices, the trace is $\sum_{mm'}V^\sigma_{m'm}\,dn^\sigma_{mm'}$. The element that multiplies $dn_{mm'}$ is therefore $V_{m'm}$, with the indices reversed. For real symmetric matrices the order is immaterial. For complex orbitals it matters, and (4) fixes it.

Equation (4) determines $V^\sigma$ completely. If another Hermitian matrix gave the same $dE_U$ for every Hermitian $dn^\sigma$, the difference $X$ of the two would obey ${\rm Tr}[X\,dn^\sigma]=0$. The choice $dn^\sigma=X$ gives ${\rm Tr}[X^2]=\sum_{mm'}|X_{mm'}|^2=0$, so $X=0$.

In the eigenbasis of $n^\sigma$ the potential is $U(\tfrac12-\nu_k^\sigma)$. It is attractive for a channel more than half filled and repulsive for one less than half filled. Its size for a full or empty channel is $U/2$.

### 4. The Hubbard operator acting on the orbitals

Now hold the nuclei and projectors still and vary the orbitals by $\delta\psi_i^\sigma$. From (1),

$$\delta n^\sigma_{mm'}=\sum_i f_i^\sigma\left[\langle\phi_m|\delta\psi_i^\sigma\rangle\langle\psi_i^\sigma|\phi_{m'}\rangle+\langle\phi_m|\psi_i^\sigma\rangle\langle\delta\psi_i^\sigma|\phi_{m'}\rangle\right].$$

Insert this into (4). The second term of the bracket gives

$$\sum_{i\sigma}f_i^\sigma\sum_{mm'}\langle\delta\psi_i^\sigma|\phi_{m'}\rangle V^\sigma_{m'm}\langle\phi_m|\psi_i^\sigma\rangle=\sum_{i\sigma}f_i^\sigma\langle\delta\psi_i^\sigma|\hat V_U^\sigma|\psi_i^\sigma\rangle,$$

with the operator

$$\hat V_U^\sigma=\sum_{mm'}|\phi_{m'}\rangle V^\sigma_{m'm}\langle\phi_m| .\tag{5}$$

The first term of the bracket gives $\sum f_i^\sigma\langle\psi_i^\sigma|\hat V_U^\sigma|\delta\psi_i^\sigma\rangle$ in the same way. Since $V^\sigma$ is Hermitian, so is $\hat V_U^\sigma$, and this is the complex conjugate of the other term. Thus

$$\delta E_U=\sum_{i\sigma}f_i^\sigma\left[\langle\delta\psi_i^\sigma|\hat V_U^\sigma|\psi_i^\sigma\rangle+{\rm c.c.}\right].\tag{6}$$

The base energy has a variation of the same form. The density changes by $\delta\rho_\sigma=\sum_i f_i^\sigma(\delta\psi_i^{\sigma*}\psi_i^\sigma+{\rm c.c.})$. In the repulsion term either density may vary, and since $w$ is symmetric the two contributions are equal and remove the factor $\tfrac12$. In the exchange term $\delta(\rho_\sigma^2)=2\rho_\sigma\delta\rho_\sigma$ removes the other factor $\tfrac12$. Collecting the terms,

$$\delta E_{\rm base}=\sum_{i\sigma}f_i^\sigma\left[\langle\delta\psi_i^\sigma|\hat h^\sigma|\psi_i^\sigma\rangle+{\rm c.c.}\right],\quad \hat h^\sigma=-\frac{d^2}{dx^2}+v_{\rm ion}+\int w(x-x')\rho(x')dx'-g\rho_\sigma .\tag{7}$$

### 5. Stationarity of the total energy

The orbitals are taken to be self-consistent solutions of

$$(\hat h^\sigma+\hat V_U^\sigma)\,\psi_i^\sigma=\varepsilon_i^\sigma\psi_i^\sigma ,\tag{8}$$

where the densities in $\hat h^\sigma$ and the matrix $n^\sigma$ in $\hat V_U^\sigma$ are those of the same orbitals. Add (6) and (7) and use (8). The eigenvalues are real, so

$$\delta E=\sum_{i\sigma}f_i^\sigma\varepsilon_i^\sigma\left[\langle\delta\psi_i^\sigma|\psi_i^\sigma\rangle+\langle\psi_i^\sigma|\delta\psi_i^\sigma\rangle\right]=\sum_{i\sigma}f_i^\sigma\varepsilon_i^\sigma\,\delta\langle\psi_i^\sigma|\psi_i^\sigma\rangle=0 .\tag{9}$$

The last step holds for every variation that keeps the orbitals normalized. The total energy is therefore stationary. It need not be at its minimum, and the occupations need not be 0 or 1, provided they are fixed.

Neither part is stationary separately. The variation (6) would vanish for all norm-conserving changes if each occupied $\psi_i^\sigma$ were an eigenfunction of $\hat V_U^\sigma$. In general it is an eigenfunction of the sum in (8) and of neither part.

### 6. The derivative with respect to a nuclear coordinate

Let $\psi_i^\sigma(\lambda)$ be the self-consistent orbitals at each $\lambda$, following one state continuously. A gap between occupied and empty levels ensures that no change of filling interrupts this path. We assume that the self-consistent solution is differentiable along it. The energy depends on $\lambda$ in two ways: explicitly, through the ions and the projectors, and implicitly, through the orbitals. By the chain rule,

$$\frac{dE}{d\lambda}=\left(\frac{\partial E_{\rm base}}{\partial\lambda}\right)_{\!\psi}+R_{\rm base}+\left(\frac{\partial E_U}{\partial\lambda}\right)_{\!\psi}+R_U .\tag{10}$$

The subscript $\psi$ means that the orbitals are frozen. The response terms $R$ follow from (6) and (7) with $\delta\psi$ replaced by the actual derivative of the orbitals:

$$R_{\rm base}=2\,{\rm Re}\sum_{i\sigma}f_i^\sigma\left\langle\frac{d\psi_i^\sigma}{d\lambda}\right|\hat h^\sigma\left|\psi_i^\sigma\right\rangle,\qquad R_U=2\,{\rm Re}\sum_{i\sigma}f_i^\sigma\left\langle\frac{d\psi_i^\sigma}{d\lambda}\right|\hat V_U^\sigma\left|\psi_i^\sigma\right\rangle .\tag{11}$$

The orbitals remain normalized along the path, so (9) applies to their actual change:

$$R_{\rm base}+R_U=\sum_{i\sigma}f_i^\sigma\varepsilon_i^\sigma\frac{d}{d\lambda}\langle\psi_i^\sigma|\psi_i^\sigma\rangle=0 .\tag{12}$$

This is the precise sense in which the wavefunction derivatives drop out. For the remaining Hubbard term, apply (4) to the change of $n^\sigma$ caused by the projectors alone. The force is minus the energy derivative, hence

$$F=-\left(\frac{\partial E_{\rm base}}{\partial\lambda}\right)_{\!\psi}+F_U,\qquad F_U=-\sum_\sigma{\rm Tr}\left[V^\sigma\left(\frac{\partial n^\sigma}{\partial\lambda}\right)_{\!\psi}\right].\tag{13}$$

The Hubbard energy along the relaxed path has the different derivative

$$\frac{dE_U}{d\lambda}=-F_U+R_U .\tag{14}$$

### 7. The same cancellation with one variable

A single number $c$ can play the part of the orbitals. Take the base energy $b=\tfrac12kc^2$ and the added energy $u=\tfrac12U(c-\lambda)^2$, with $k>0$. The first depends on $\lambda$ through $c$ alone; the second also depends on it explicitly. Stationarity of the sum requires $kc+U(c-\lambda)=0$, so

$$c=\frac{U\lambda}{k+U},\qquad c-\lambda=-\frac{k\lambda}{k+U}.$$

The explicit derivative of $u$ is $-U(c-\lambda)=kU\lambda/(k+U)$. The total energy at the stationary point is

$$b+u=\frac{kU^2\lambda^2+Uk^2\lambda^2}{2(k+U)^2}=\frac{kU\lambda^2}{2(k+U)},$$

and its derivative is again $kU\lambda/(k+U)$. The explicit derivative of $u$ thus gives the whole slope.

The added energy by itself is $u=Uk^2\lambda^2/[2(k+U)^2]$, with the slope $Uk^2\lambda/(k+U)^2$. This is smaller than the correct slope by the factor $k/(k+U)$. The difference is the response $U(c-\lambda)\,dc/d\lambda=-kU^2\lambda/(k+U)^2$, and the base energy supplies the opposite amount, $kc\,dc/d\lambda=+kU^2\lambda/(k+U)^2$.

### 8. Where the fixed basis enters

In a calculation the orbitals are expanded in basis functions, $\psi_i^\sigma=\sum_k c_{ki}^\sigma\chi_k$. Equation (8) is then satisfied within the space of the basis, which means $\langle\chi_k|\hat h^\sigma+\hat V_U^\sigma-\varepsilon_i^\sigma|\psi_i^\sigma\rangle=0$ for each $k$. If the $\chi_k$ do not depend on $\lambda$, the derivative of an orbital lies in the same space, and (12) holds for the finite basis as it stands.

If the basis functions move with the atoms, the orbital derivative has a second part, $\sum_kc_{ki}^\sigma\,\partial\chi_k/\partial\lambda$, which may leave that space. Subtract $\varepsilon_i^\sigma$ inside the matrix elements of (11); by normalization this changes nothing in the sum. The part with changing coefficients vanishes, and what remains is

$$R_{\rm base}+R_U=2\,{\rm Re}\sum_{i\sigma k}f_i^\sigma c_{ki}^{\sigma*}\left\langle\frac{\partial\chi_k}{\partial\lambda}\right|\hat h^\sigma+\hat V_U^\sigma-\varepsilon_i^\sigma\left|\psi_i^\sigma\right\rangle .\tag{15}$$

This is the Pulay term, and minus this amount must be added to the force. It contains $\hat V_U^\sigma$, so with a moving basis the Hubbard term also enters the force there. Plane waves in a fixed cell and fixed grid functions have $\partial\chi_k/\partial\lambda=0$ and need no such term.

## Second half. The explicit derivative and a worked case

### 9. Symbols and results carried over

The orbitals $\psi_i^\sigma$ have fixed occupations $f_i^\sigma$, and the projectors $\phi_m$ belong to one atom. The occupation matrix is $n^\sigma_{mm'}=\sum_i f_i^\sigma\langle\phi_m|\psi_i^\sigma\rangle\langle\psi_i^\sigma|\phi_{m'}\rangle$. The energy is $E=E_{\rm base}+E_U$ with $E_U=(U/2)\sum_\sigma{\rm Tr}[n^\sigma-n^\sigma n^\sigma]$, and the Hubbard potential is $V^\sigma=U(\tfrac12-n^\sigma)$. At self-consistency, in a fixed basis, the orbital responses of the two energies obey $R_{\rm base}+R_U=0$. The Hubbard force is

$$F_U=-\sum_\sigma{\rm Tr}[V^\sigma\,\partial n^\sigma],\qquad \frac{dE_U}{d\lambda}=-F_U+R_U ,$$

where $\partial$ denotes the derivative with respect to the nuclear coordinate at frozen orbitals.

### 10. The explicit derivative written out

With frozen orbitals, the projectors are the moving factors in $n^\sigma$. The product rule gives

$$\partial n^\sigma_{mm'}=\sum_i f_i^\sigma\left[\langle\partial\phi_m|\psi_i^\sigma\rangle\langle\psi_i^\sigma|\phi_{m'}\rangle+\langle\phi_m|\psi_i^\sigma\rangle\langle\psi_i^\sigma|\partial\phi_{m'}\rangle\right].\tag{16}$$

Multiply by $V^\sigma_{m'm}$ and sum. The complex conjugate of the first part contains $(V^\sigma_{m'm})^*=V^\sigma_{mm'}$; after the names $m$ and $m'$ are exchanged it is the second part. The two parts therefore add up to twice a real part:

$$F_U=-2\,{\rm Re}\sum_{i\sigma}f_i^\sigma\sum_{mm'}V^\sigma_{m'm}\langle\partial\phi_m|\psi_i^\sigma\rangle\langle\psi_i^\sigma|\phi_{m'}\rangle .\tag{17}$$

The numerical check also evaluates this sum for complex orbitals with fractional occupations and compares it with a finite difference of $E_U$ under moving projectors.

A projector that moves rigidly with an atom at $R$ is a function of $x-R$, so $\partial\phi/\partial R=-\phi'(x-R)$. The model uses an even function and an odd one. With $y=x-R$ and the width $s$,

$$\phi_0=(\pi s^2)^{-1/4}e^{-y^2/2s^2},\qquad \phi_1=\sqrt2\,\frac ys\,\phi_0 .$$

They are orthogonal by parity. The density $\phi_0^2$ is normalized and has the mean square $s^2/2$, so the norm of $\phi_1$ is $(2/s^2)(s^2/2)=1$. Their derivatives with respect to $R$ are

$$\partial\phi_0=\frac{y}{s^2}\phi_0=\frac{1}{\sqrt2\,s}\,\phi_1,\qquad \partial\phi_1=-\frac{\sqrt2}{s}\left(1-\frac{y^2}{s^2}\right)\phi_0 .\tag{18}$$

The first of these turns one element of $\partial n$ into an element of $n$. For real orbitals,

$$\partial n^\sigma_{00}=2\sum_i f_i^\sigma\langle\partial\phi_0|\psi_i^\sigma\rangle\langle\psi_i^\sigma|\phi_0\rangle=\frac{\sqrt2}{s}\,n^\sigma_{01}.\tag{19}$$

Its meaning is simple for one electron. If $\psi$ has components of the same sign on $\phi_0$ and $\phi_1$, the part of it that lies in the projected space leans to the right of the atom, and moving the atom to the right improves the overlap with $\phi_0$. The orbital as a whole may lean the other way, because it also has a part outside that space.

In a fixed basis with fixed occupations, the orbital responses of the two energies cancel at self-consistency, so the Hubbard force comes only from the motion of the projectors, and its explicit derivative has been written out. It remains to see when this force vanishes, to evaluate and check it in the two-ion model, and to treat the cases in which the cancellation fails or further terms appear.
